# Prandtl number of the BGK and ellipsoidal-statistical gas models

Take a monatomic gas that is uniform in space but out of equilibrium: its molecules move faster along one axis than along the others, and there is a net flow of kinetic energy. Let \(f(\mathbf c,t)\) be the number density in velocity space. The BGK equation replaces all collisions by one relaxation,
\[
\frac{\partial f}{\partial t}=\frac{M-f}{\tau},\qquad
M=\frac{n}{(2\pi RT)^{3/2}}\,e^{-C^2/2RT},
\]
where \(R=k_B/m\), \(\mathbf C=\mathbf c-\mathbf u\), and the Maxwellian \(M\) has the density \(n\), mean velocity \(\mathbf u\) and temperature \(T\) of \(f\). The relaxation time \(\tau\) may depend on \(n\) and \(T\) but not on \(\mathbf c\). Write \(A_{\langle ij\rangle}\) for the symmetric traceless part of a tensor, and define the stress and heat flux
\[
\pi_{ij}=m\int C_{\langle i}C_{j\rangle}f\,d^3c,\qquad
q_i=\frac m2\int C_iC^2f\,d^3c .
\]
Both vanish for \(M\). Since \(\mathbf u\) and \(T\) stay constant here, multiplying the equation by the two weights and integrating gives \(\dot\pi_{ij}=-\pi_{ij}/\tau\) and \(\dot q_i=-q_i/\tau\). The two decay rates are equal because every departure from \(M\) is erased at the same rate. This equality fixes the Prandtl number \(\mathrm{Pr}=c_p\mu/\kappa\) at one, as shown below; \(\mu\) is the viscosity, \(\kappa\) the thermal conductivity and \(c_p=5R/2\).

Real collisions do not treat stress and heat flux alike. Let molecules 1 and 2 collide, with pair-centre velocity \(\mathbf W=(\mathbf C_1+\mathbf C_2)/2\) and relative velocity \(\mathbf g=\mathbf C_1-\mathbf C_2\). Then \(\mathbf C_{1,2}=\mathbf W\pm\mathbf g/2\) and \(C_{1,2}^2=W^2+g^2/4\pm\mathbf W\cdot\mathbf g\), so the sums over the pair are
\[
\sum C_iC_j=2W_iW_j+\tfrac12g_ig_j,\qquad
\sum C_iC^2=2W_i\left(W^2+\tfrac14g^2\right)+g_i\,\mathbf g\cdot\mathbf W .
\]
An elastic collision keeps \(\mathbf W\) and \(g\), and only turns \(\mathbf g\) through an angle \(\chi\). The sums therefore change by \(\tfrac12\Delta(g_ig_j)\) and \(W_j\Delta(g_ig_j)\). Write \(\mathbf g'=g(\cos\chi\,\hat{\mathbf g}+\sin\chi\,\mathbf e)\), with \(\mathbf e\) a unit vector normal to \(\mathbf g\). Averaged over azimuth, \(e_i\) vanishes and \(e_ie_j\) becomes \((\delta_{ij}-\hat g_i\hat g_j)/2\). Hence
\[
\Delta(g_ig_j)=g^2\left[(\cos^2\chi-1)\hat g_i\hat g_j+\tfrac12\sin^2\chi(\delta_{ij}-\hat g_i\hat g_j)\right]
=-\tfrac32\sin^2\chi\;g_{\langle i}g_{j\rangle}.
\]

For Maxwell molecules the product of \(g\) and the differential cross-section \(\sigma\) depends on \(\chi\) alone, so \(K=\int\sin^2\chi\,g\sigma\,d\Omega\) is a constant. Let an overbar denote an average over \(f\), or over two independent molecules. Since \(\overline{\mathbf C}=0\), we have \(\overline{g_{\langle i}g_{j\rangle}}=2\,\overline{C_{\langle i}C_{j\rangle}}\). With a factor \(\tfrac12\) to count each pair once,
\[
\frac{d}{dt}\,n\overline{C_{\langle i}C_{j\rangle}}
=\frac{n^2}{2}\cdot\frac12\cdot\left(-\frac{3K}{2}\right)2\,\overline{C_{\langle i}C_{j\rangle}}
=-\frac{3nK}{4}\,n\overline{C_{\langle i}C_{j\rangle}} .
\]
For the heat flux put \(Q_i=\overline{C_iC^2}\). Because \(\mathbf W\cdot\mathbf g=(C_1^2-C_2^2)/2\), the average of \(g_i\,\mathbf W\cdot\mathbf g\) is \(Q_i\). The average of \(W_ig^2=\tfrac12(C_{1i}+C_{2i})(C_1^2+C_2^2-2\mathbf C_1\cdot\mathbf C_2)\) is also \(Q_i\), since every cross term contains a vanishing mean velocity. Thus \(\overline{W_jg_{\langle i}g_{j\rangle}}=Q_i-Q_i/3=2Q_i/3\), and
\[
\frac{d}{dt}\,nQ_i=\frac{n^2}{2}\left(-\frac{3K}{2}\right)\frac{2Q_i}{3}=-\frac{nK}{2}\,nQ_i .
\]
Heat flux decays at two thirds of the rate of stress.

The ellipsoidal-statistical (ES) model builds in this difference by changing the target. Let \(\rho=mn\), \(p=\rho RT\), and let \(\Theta_{ij}=\overline{C_iC_j}\) be the velocity covariance of \(f\). The equation is
\[
Df\equiv\left(\frac{\partial}{\partial t}+\mathbf c\cdot\nabla\right)f=\frac{G-f}{\tau},\qquad
G=\frac{n\,e^{-\frac12 C_i(\Lambda^{-1})_{ij}C_j}}{\sqrt{\det(2\pi\Lambda)}},
\]
\[
\Lambda_{ij}=(1-\nu)RT\,\delta_{ij}+\nu\,\Theta_{ij}.
\]
BGK is \(\nu=0\). Because \(\operatorname{tr}\Theta=3RT\), also \(\operatorname{tr}\Lambda=3RT\), so \(G\) and \(f\) share mass, momentum and energy. The stress of \(G\) is \(\rho\Lambda_{\langle ij\rangle}=\nu\pi_{ij}\), and its heat flux vanishes because \(G\) is even in \(\mathbf C\). In a uniform gas,
\[
\dot\pi_{ij}=-\frac{1-\nu}{\tau}\,\pi_{ij},\qquad \dot q_i=-\frac1\tau\,q_i .
\]
For \(\nu=-\tfrac12\) the target carries stress of the opposite sign, which speeds up the decay of stress to \(1.5/\tau\) and leaves that of heat flux at \(1/\tau\).

To connect these rates with \(\mu\) and \(\kappa\), let the gas vary slowly in space, without body forces. We need the streaming derivative of the local Maxwellian. From \(\ln M=\ln n-\tfrac32\ln T-C^2/2RT+\text{const}\) and \(DC_i=-Du_i\),
\[
D\ln M=D\ln n+\left(\frac{C^2}{2RT}-\frac32\right)D\ln T+\frac{C_i}{RT}Du_i .
\]
Split \(D=d/dt+\mathbf C\cdot\nabla\), where \(d/dt\) follows the mean flow. To leading order the Euler equations give
\[
\frac{d\ln n}{dt}=-\nabla\cdot\mathbf u,\quad
\frac{d\ln T}{dt}=-\frac23\nabla\cdot\mathbf u,\quad
\frac{du_i}{dt}=-RT\,\partial_i(\ln n+\ln T).
\]
After substitution the density gradients cancel. The temperature gradient gains \(-1\) from the last equation, turning \(-\tfrac32\) into \(-\tfrac52\). The terms in \(\nabla\cdot\mathbf u\) add to \(-1+1-C^2/3RT\), which removes the trace of \(C_iC_j\partial_ju_i/RT\). With \(S_{ij}=\partial_{\langle i}u_{j\rangle}\),
\[
D\ln M=\left(\frac{C^2}{2RT}-\frac52\right)\mathbf C\cdot\nabla\ln T+\frac{C_iC_jS_{ij}}{RT}.
\]

Now put \(f=M+f_1\) and \(G=M+G_1\), where \(f_1\) and \(G_1\) are of first order in gradients. Since \(Df_1\) is of second order, the kinetic equation becomes \(f_1=G_1-\tau\,DM\). Take its stress. Gaussian averages obey \(\overline{C_iC_jC_kC_l}=(RT)^2(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})\), so \(DM\) contributes \(2\rho RT\,S_{ij}=2pS_{ij}\), and
\[
\pi_{ij}=\nu\pi_{ij}-2\tau pS_{ij}\quad\Rightarrow\quad
\pi_{ij}=-\frac{2\tau p}{1-\nu}S_{ij}.
\]
For the heat flux \(G_1\) gives nothing. With \(\overline{C^4}=15(RT)^2\), \(\overline{C^6}=105(RT)^3\) and the isotropic average \(C_iC_j\to C^2\delta_{ij}/3\),
\[
q_i=-\frac{\tau\rho}{6}\,\overline{C^4\left(\frac{C^2}{2RT}-\frac52\right)}\,\partial_i\ln T
=-\frac{\tau\rho}{6}\,15(RT)^2\,\frac{\partial_iT}{T}
=-\frac52R\tau p\,\partial_iT .
\]
Comparison with \(\pi_{ij}=-2\mu S_{ij}\) and \(\mathbf q=-\kappa\nabla T\) yields
\[
\mu=\frac{\tau p}{1-\nu},\qquad \kappa=\frac52R\tau p,\qquad
\boxed{\mathrm{Pr}=\frac{1}{1-\nu}} .
\]
BGK has \(\mathrm{Pr}=1\); \(\nu=-\tfrac12\) gives \(2/3\). The same balance of streaming against decay holds for Maxwell molecules. If stress decays at rate \(a\) and heat flux at rate \(b\), then \(\mu=p/a\) and \(\kappa=5Rp/2b\), so \(\mathrm{Pr}=b/a=(nK/2)/(3nK/4)=2/3\).

A test that bypasses the gradient expansion uses waves of wavenumber \(k\). At long wavelength a shear wave decays at rate \(\mu k^2/\rho\), and a temperature wave at nearly constant pressure decays at rate \(\kappa k^2/\rho c_p\). Their ratio is \(\mathrm{Pr}\). Diagonalizing the linearized kinetic operator at \(k\tau\sqrt{RT}=0.01\) gives ratios of 1.0001 for \(\nu=0\) and 0.6667 for \(\nu=-\tfrac12\).

For force laws other than Maxwell's, \(2/3\) is an approximation. Perturb equilibrium as \(f=M(1+\alpha\psi)\), with \(\psi\) restricted to the velocity dependence found in \(D\ln M\): \(C_{\langle i}C_{j\rangle}\) for stress, \(C_i(C^2-5RT)\) for heat. Multiply the Boltzmann equation, linearized in \(\alpha\), by \(\psi\) and integrate over velocity. Exchanging the two molecules and reversing the collision, with \(M_1M_2=M_1'M_2'\), then turns the decay rate of \(\alpha\) into
\[
\frac{\tfrac14\int M_1M_2\,g\sigma\,(\Delta\psi)^2}{\int M\psi^2},
\]
where \(\Delta\psi\) is the change of the pair sum in a single collision, before any average over azimuth, the integral in the numerator runs over both velocities and the scattering angles, and tensor components are summed. In equilibrium \(\mathbf W\) and \(\mathbf g\) are independent, with \(\overline{W_jW_k}=\tfrac12RT\delta_{jk}\). The integrals of \((\Delta\psi)^2\) are therefore \(\tfrac14I\) for stress and \(\tfrac12RT\,I\) for heat, with the same \(I=\int M_1M_2\,g\sigma\,[\Delta(g_ig_j)]^2\). The averages of \(\psi^2\) are \(\tfrac23\overline{C^4}=10(RT)^2\) and \((105-150+75)(RT)^3=30(RT)^3\). The ratio of heat to stress rates is
\[
\frac{RT/2}{30(RT)^3}\bigg/\frac{1/4}{10(RT)^2}=\frac{1/60}{1/40}=\frac23
\]
whatever the central force. Adding further trial functions, \(C_{\langle i}C_{j\rangle}\) and \(C_i\) times higher polynomials in \(C^2\), the latter chosen to carry no net momentum, refines the result. For hard spheres, three terms give 0.661, which is 0.9% below \(2/3\).

The parameter \(\nu\) is not free to take any value, since \(\Lambda\) must be positive definite. In the principal axes of \(\Theta\), with eigenvalues \(\theta_j\), the eigenvalues of \(\Lambda\) are
\[
\lambda_i=\sum_ja_{ij}\theta_j,\qquad
a_{ii}=\frac{1+2\nu}{3},\qquad a_{ij}=\frac{1-\nu}{3}\quad(i\ne j).
\]
All weights are non-negative when \(-\tfrac12\le\nu\le1\). Any ordinary distribution has all \(\theta_j>0\), and then every \(\lambda_i>0\). Below \(-\tfrac12\) this fails for a needle-shaped distribution: as \(\theta\to(3RT,0,0)\), \(\lambda_1\to(1+2\nu)RT<0\). For \(\theta=(2.96,0.02,0.02)RT\) the least eigenvalue is \(0.020\,RT\) at \(\nu=-0.50\) but \(-0.078\,RT\) at \(\nu=-0.55\). Thus \(2/3\) is the lowest Prandtl number for which this target exists for every such distribution. The hard-sphere value 0.661 would need \(\nu\approx-0.513\), just outside the safe range. At the other end, as \(\nu\to1\) at fixed \(\tau\), the target copies the anisotropy of \(f\), stress ceases to relax, and \(\mu\) diverges.

Within \(-\tfrac12\le\nu<1\) the model also obeys an H-theorem. Let \(H(f)=\int f\ln f\,d^3c\). Relaxation conserves mass, and \(x\ln x\) is convex, so
\[
\tau\dot H=\int(G-f)\ln f\,d^3c\le H(G)-H(f).
\]
Let \(F\) be the Gaussian with the density, mean velocity and covariance \(\Theta\) of \(f\). Because \(\ln F\) is quadratic in \(\mathbf c\), \(\int(f-F)\ln F\,d^3c=0\), hence \(H(f)-H(F)=\int f\ln(f/F)\,d^3c\ge0\). A Gaussian of covariance \(\Lambda\) has \(H=n\ln n-\tfrac n2\ln[(2\pi e)^3\det\Lambda]\), so \(H(G)\le H(F)\) if \(\det\Lambda\ge\det\Theta\). The rows and columns of \(a_{ij}\) each sum to one, and the logarithm is concave:
\[
\sum_i\ln\lambda_i\ge\sum_{i,j}a_{ij}\ln\theta_j=\sum_j\ln\theta_j .
\]
Therefore \(H(G)\le H(F)\le H(f)\) and \(\dot H\le0\). With spatial gradients, streaming merely carries \(H\) from place to place, and the statement applies to the collision term.

As an example take the argon purge step of atomic layer deposition, with a wafer at 500 K facing a showerhead at 400 K across a 10 mm gap. The pressure is 1 Torr (133.3 Pa). Gas enters at one edge and crosses 300 mm at a mean speed of 2 m/s. The viscosity at the mean temperature of 450 K is taken as \(3.2\times10^{-5}\) Pa s, a rough typical value. With \(c_p=520.3\) J/(kg K) and \(\mathrm{Pr}=2/3\),
\[
\kappa=\frac{c_p\mu}{\mathrm{Pr}}=520.3\times3.2\times10^{-5}\times1.5=0.025\ \mathrm{W/(m\,K)}.
\]
The conducted heat flux is \(\kappa\Delta T/h=0.025\times100/0.010=250\) W/m\(^2\), or 25 mW/cm\(^2\). For flow between wide parallel plates, integrating \(\mu u''=dp/dx\) with \(u=0\) at both walls gives a mean speed \(U=h^2|dp/dx|/12\mu\), so the pressure drop is
\[
\Delta p=\frac{12\mu UL}{h^2}=\frac{12\times3.2\times10^{-5}\times2\times0.3}{10^{-4}}=2.3\ \mathrm{Pa}=17\ \mathrm{mTorr}.
\]
The ES model gives both numbers with \(\tau=1.5\,\mu/p=360\) ns. BGK at the same pressure, temperatures and flow speed has to choose. With \(\tau=\mu/p=240\) ns it gives the right pressure drop but only 17 mW/cm\(^2\). With \(\tau=360\) ns it gives the right heat flux but a drop of 26 mTorr.

Walls modify these values slightly. One-sided mass flux in equilibrium is \(\Gamma=p/\sqrt{2\pi RT}\), carrying energy \(2RT\) per unit mass. Suppose the wall re-emits molecules at its own temperature \(T_w\) and the interior distribution extends up to it. In the arriving stream the gradient term of the distribution carries half of \(q\), by symmetry, and brings no net mass to the wall, so \(q=2R\Gamma(T_w-T)+q/2\) and \(T_w-T=q/4R\Gamma\). This equals the temperature drop across an extra gas layer of thickness \(\kappa/4R\Gamma\approx170\) µm at each wall, which by itself would lower the heat flux by about 3%. The same balance for tangential momentum, \(\Gamma u_s=\tfrac12\mu\,du/dz\), gives a slip length \(\ell=\mu/2\Gamma=92\) µm, equal to the mean free path \((\mu/p)\sqrt{\pi RT/2}\). Slip adds \(\ell h|dp/dx|/2\mu\) to the velocity, raises the mean speed at given pressure gradient by the factor \(1+6\ell/h\), and so would lower the pressure drop at fixed flow by about 5%. These simple balances give somewhat too little: within a few mean free paths of the wall the distribution departs from its interior form, which lengthens both layers by roughly 10 to 20%, depending on the collision model. For walls that re-emit all molecules diffusely at the wall temperature, the corrections become about 4% for the heat flux and 6% for the pressure drop. Both are still far smaller than the errors of BGK, which are 33% and 50% without walls and about 32% and 46% when each model carries its own temperature jump and slip. Higher-gradient corrections, judged from waves with \(k=\pi/h\), are about 0.1% for shear and 0.2% for heat.

The pressure and temperatures are in the range used for such reactors, but the flat, laterally fed gap is an idealization. The heat flux computed here leaves out radiation, which can exceed it: between black surfaces radiation would carry 209 mW/cm\(^2\), 8.4 times the gas conduction, and less for surfaces of lower emissivity. Precursor vapours are mostly polyatomic; their internal energy carries heat, so neither \(c_p=5R/2\) nor \(\mathrm{Pr}=2/3\) applies to them. Inside a trench 100 nm wide the mean free path is roughly a thousand times the width. Molecules then cross from wall to wall almost without meeting each other, the collision term hardly matters, and the choice between BGK and ES loses its importance there. Across the gap itself, letting \(\mu\) and \(\kappa\) vary with temperature as a rough power law, instead of fixing them at 450 K, changes the pressure drop by about 0.1% and the heat flux by less.

## Values computed for the example and the checks

```
TESTS OF THE MODEL (rates in 1/tau)
nu= 0.0: stress rate 1.0000, heat-flux rate 1.0000
nu=-0.5: stress rate 1.5000, heat-flux rate 1.0000
wave decay/(k^2 tau kT/m) at k tau sqrt(kT/m) = 0.01:
nu= 0.0: shear 0.9999, thermal 0.9998, ratio Pr 1.0001
nu=-0.5: shear 0.6666, thermal 0.9998, ratio Pr 0.6667
nu= 0.3: shear 1.4285, thermal 0.9998, ratio Pr 1.4287
smallest entropy production, 12 cases: 0.0137 (>0)
needle covariance diagonal (kT/m): [2.96 0.02 0.02]
least target eigenvalue, nu=-0.50: 0.020 kT/m
least target eigenvalue, nu=-0.55: -0.078 kT/m
BOLTZMANN PRANDTL NUMBERS
Maxwell molecules, 3 terms: 0.66667
hard spheres, 1, 2, 3 terms: 0.66667, 0.66153, 0.66085
hard-sphere shift from 2/3: -0.87 %
ARGON EXAMPLE, INPUTS
molar mass 39.95 g/mol; viscosity 32 uPa s (rough)
pressure 1.0 Torr = 133.3 Pa
wafer 500 K, showerhead 400 K, mean 450 K
gap 10 mm, length 300 mm, speed 2 m/s
INTERMEDIATE VALUES
k/m 208.1 J/(kg K); cp 520.3 J/(kg K)
density 1.424 g/m3; sqrt(kT/m) 306.0 m/s
mean free path 92.1 um; Knudsen 0.00921
MODELS: tau ns | mu uPa s | kappa mW/(m K) | flux mW/cm2 | drop mTorr
BGK, mu matched: 240.0 | 32.0 | 16.65 | 16.65 | 17.28
BGK, kappa matched: 360.0 | 48.0 | 24.97 | 24.97 | 25.92
ES, nu=-1/2: 360.0 | 32.0 | 24.97 | 24.97 | 17.28
ES heat flux in SI: 249.7 W/m2
ES pressure drop in SI: 2.304 Pa
NEGLECTED EFFECTS
jump length 172.6 um per wall
temperature jump changes heat flux by -3.34 %
velocity slip changes pressure drop by -5.23 %
k tau sqrt(kT/m) for k=pi/gap: 0.0346
higher gradients: shear -0.106 %, thermal -0.214 %
kappa ~ T^0.8 (rough) changes flux by -0.033 %
pressure drop / pressure 1.73 %
black-body radiation limit 209.2 mW/cm2
radiation limit / ES gas conduction 8.38
Rayleigh 2.88e-03; Reynolds 0.89; Mach 0.0051
thermal entry length scale 5.9 mm
```
